# Thermal damping of the surface-state interaction between two adatoms: test program

```python
"""
Result under test: the free energy of interaction of two adatoms, carried by a
two-dimensional surface band, is at large separation d
  W = -E_F (2 sin(delta)/pi)^2 sin(2 k_F d + 2 delta)/(k_F d)^2 * x/sinh(x),
  x = 2 pi kT d/(hbar v_F).
E_F: band filling, k_F: Fermi wave number, v_F: Fermi velocity,
delta: s-wave phase shift at the Fermi level, kT: thermal energy.
Dimensionless functions use E_F = k_F = hbar^2/(2m) = 1, so that
kfd = k_F d, tau = kT/E_F and x = pi*kfd*tau.
The adatom is a zero-range scatterer with bound state at energy -eb.
Complex W: its real part is the interaction, its modulus the envelope.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import hankel1, log1p

PI = np.pi


def cot_delta(energy, eb):
    return np.log(energy / eb) / PI


def delta(energy, eb):
    return np.arctan2(1.0, cot_delta(energy, eb))


def t_times_g(energy, kfd, eb):
    """t(E) G0(d,E) for energies on or above the real axis."""
    return 1j * hankel1(0, np.sqrt(energy) * kfd) / (cot_delta(energy, eb) - 1j)


def w_thermal(kfd, tau, eb=1.0, half_width=0.0):
    """Complete sum over thermal (Matsubara) frequencies."""
    n = np.arange(4000)
    z = 1 + 1j * ((2 * n + 1) * PI * tau + half_width)
    return -4 * tau * np.sum(log1p(-t_times_g(z, kfd, eb) ** 2))


NODES, WEIGHTS = np.polynomial.legendre.leggauss(600)
NODES, WEIGHTS = (NODES + 1) / 2, WEIGHTS / 2


def w_zero(kfd, eb=1.0):
    """Zero-temperature limit: the sum becomes an integral."""
    omega = NODES / (1 - NODES) / kfd
    jac = 1 / (1 - NODES) ** 2 / kfd
    ell = log1p(-t_times_g(1 + 1j * omega, kfd, eb) ** 2)
    return -(2 / PI) * np.sum(WEIGHTS * jac * ell)


def w_asym_zero(kfd, eb=1.0):
    dl = delta(1.0, eb)
    return 1j * (2 * np.sin(dl) / PI) ** 2 * np.exp(2j * (kfd + dl)) / kfd ** 2


def factor(x):
    return x / np.sinh(x)


def factor_internal(x):
    return x ** 2 * np.cosh(x) / np.sinh(x) ** 2


def complex_quad(func, a, b):
    re = quad(lambda s: func(s).real, a, b, limit=400)[0]
    im = quad(lambda s: func(s).imag, a, b, limit=400)[0]
    return re + 1j * im


# Test: determinant formula and frequency sum against diagonalization
# of a periodic lattice with none, one and two impurities.
size, sep, pot, kt_lat, mu_lat = 24, 3, -3.0, 0.1, -2.3
ring = np.roll(np.eye(size), 1, axis=0)
ring = -(ring + ring.T)
h_clean = np.kron(ring, np.eye(size)) + np.kron(np.eye(size), ring)


def grand_potential(sites):
    h = h_clean.copy()
    for s in sites:
        h[s, s] += pot
    levels = np.linalg.eigvalsh(h)
    return -2 * kt_lat * np.sum(np.logaddexp(0, -(levels - mu_lat) / kt_lat))


w_diag = (grand_potential([0, sep * size]) - 2 * grand_potential([0])
          + grand_potential([]))
q = 2 * PI * np.arange(size) / size
qx, qy = [a.ravel() for a in np.meshgrid(q, q, indexing="ij")]
band = -2 * (np.cos(qx) + np.cos(qy))
z_lat = mu_lat + 1j * (2 * np.arange(2000) + 1) * PI * kt_lat
resolvent = 1 / (z_lat[:, None] - band[None, :])
g_same = resolvent.mean(axis=1)
g_far = (resolvent * np.cos(qx * sep)).mean(axis=1)
t_lat = pot / (1 - pot * g_same)
w_lat = -4 * kt_lat * np.sum(log1p(-(t_lat * g_far) ** 2)).real
assert abs(w_diag) > 1e-6
assert abs(w_lat - w_diag) < 1e-5 * abs(w_diag) + 1e-10

# Test: propagator from the heat kernel, and the energy dependence of
# the zero-range t-matrix from the local propagator.
e_test, r_test = -1 + 0.5j, 1.7
g_heat = -complex_quad(lambda s: np.exp(e_test * s - r_test ** 2 / (4 * s))
                       / (4 * PI * s), 1e-6, 60)
g_hankel = -0.25j * hankel1(0, np.sqrt(e_test) * r_test)
assert abs(g_heat - g_hankel) < 1e-6 * abs(g_hankel)
e_a, e_b = 0.8 + 0.6j, -0.5 + 0.9j
local_diff = complex_quad(
    lambda e: (1 / (e_b - e) - 1 / (e_a - e)) / (4 * PI), 0, np.inf)
inv_t = [-(cot_delta(e, 0.7) - 1j) / 4 for e in (e_a, e_b)]
assert abs(inv_t[0] - inv_t[1] - local_diff) < 1e-6

# Test: frequency sum against the integral over real energies.
kfd_t = 20.0
tau_t = 1 / (PI * kfd_t)
k_max = np.sqrt(1 + 40 * tau_t)
k = k_max * NODES ** 2
tg = t_times_g(k ** 2 + 0j, kfd_t, 1.0)
ell_real = np.log(1 - tg) + np.log(1 + tg)
fermi = 1 / (1 + np.exp((k ** 2 - 1) / tau_t))
w_real = (2 / PI) * np.sum(WEIGHTS * 2 * k_max * NODES * 2 * k
                           * fermi * ell_real.imag)
w_sum = w_thermal(kfd_t, tau_t)
assert abs(w_real - w_sum.real) < 1e-4 * abs(w_sum)

# Test: thermal average of a phase factor over -df/dE (kT = 1).
for s in (0.2, 0.7, 1.3):
    avg = quad(lambda e: np.cos(s * e) / (4 * np.cosh(e / 2) ** 2), -60, 60,
               limit=400)[0]
    assert abs(avg - factor(PI * s)) < 1e-7

# Test: asymptotic laws; the remaining error must fall as 1/(k_F d).
worst = 0.0
for eb in (1.0, 0.2):
    for kfd in (50.0, 100.0, 200.0):
        err = abs(w_zero(kfd, eb) / w_asym_zero(kfd, eb) - 1)
        assert err * kfd < 1.5
        for x in (0.5, 1.0, 2.0, 3.0):
            full = w_thermal(kfd, x / (PI * kfd), eb)
            err = abs(full / (w_asym_zero(kfd, eb) * factor(x)) - 1)
            assert err * kfd < 3.0
            if kfd == 200.0:
                worst = max(worst, err)

# Test: internal part U - mu N = W - T dW/dT.
kfd, x, h = 400.0, 1.5, 1e-3
tau = x / (PI * kfd)
slope = (w_thermal(kfd, tau * (1 + h)) - w_thermal(kfd, tau * (1 - h))) / (2 * h)
internal = (w_thermal(kfd, tau) - slope) / w_asym_zero(kfd)
assert abs(internal - factor_internal(x)) < 0.03 * factor_internal(x)

# Test: band curvature turns the phase by pi*x*tau/4 at large x.
tau = 0.05
turn = [np.angle(w_thermal(c, tau) / w_asym_zero(c)) for c in (40.0, 80.0)]
turn_law = PI * (PI * 40.0 * tau) * tau / 4
assert abs(turn[1] - turn[0] - turn_law) < 0.03 * turn_law

# Test: energy-dependent phase shift moves x by 2 pi kT d(delta)/dE.
delta_slope = (delta(1.001, 1.0) - delta(0.999, 1.0)) / 0.002
kfd, x = 40.0, 2.0
tau = x / (PI * kfd)
reduction = abs(w_thermal(kfd, tau)) / abs(w_zero(kfd))
x_moved = x + 2 * PI * tau * delta_slope
assert abs(reduction - factor(x_moved)) < 0.5 * abs(reduction - factor(x))

# Worked example: rough values in the regime of the Cu(111) surface state.
filling, mass_ratio = 0.4, 0.4              # eV, electron masses
dist, temp = 5.0, 300.0                     # nm, K
coupling, filling_loss = 0.15, 0.03         # phonon coupling; eV
charge, height = 0.1, 0.1                   # elementary charges; nm
k_b = const.k / const.e                     # eV/K
k_f = np.sqrt(2 * mass_ratio * const.m_e * filling * const.e) / const.hbar * 1e-9
hv = 2 * filling / k_f                      # eV nm
kt = k_b * temp
tau = kt / filling
kfd = k_f * dist
x = 2 * PI * kt * dist / hv
amp0 = filling * abs(w_asym_zero(kfd)) * 1e3
w0_asym = filling * w_asym_zero(kfd).real * 1e3
w0_full = filling * w_zero(kfd).real * 1e3
wt_full = filling * w_thermal(kfd, tau).real * 1e3
x_moved = x + 2 * PI * tau * delta_slope
broad = abs(w_thermal(kfd, tau, half_width=PI * coupling * tau)
            / w_thermal(kfd, tau))
assert abs(broad - np.exp(-coupling * x)) < 0.05 * broad
phase_loss = 2 * kfd * (1 - np.sqrt(1 - filling_loss / filling))
coulomb = const.e / (4 * PI * const.epsilon_0) * 1e9   # eV nm


def repulsion(d):
    """Two charges above a perfect metal, with their images; eV."""
    return coulomb * charge ** 2 * (1 / d - 1 / np.hypot(d, 2 * height))


def envelope(d):
    return filling * abs(w_asym_zero(k_f * d)) * factor(2 * PI * kt * d / hv)


d_cross = brentq(lambda d: envelope(d) / repulsion(d) - 1, dist, 60.0)

print(f"lattice interaction, diagonalization: {w_diag:.8e} hopping units")
print(f"lattice interaction, frequency sum: {w_lat:.8e} hopping units")
print(f"continuum, real-energy integral (k_F d=20, x=1): {w_real:.6e} E_F")
print(f"continuum, frequency sum (k_F d=20, x=1): {w_sum.real:.6e} E_F")
print(f"largest relative error of the law at k_F d=200, x<=3: {worst:.4f}")
print(f"curvature phase, k_F d 40 to 80, kT/E_F=0.05: {turn[1]-turn[0]:.4f} rad")
print(f"same phase from pi x kT/(4 E_F): {turn_law:.4f} rad")
print(f"band filling E_F (rough): {filling:.2f} eV")
print(f"effective mass (rough): {mass_ratio:.2f} m_e")
print(f"phase shift at Fermi level: {delta(1.0, 1.0)/PI:.3f} pi")
print(f"Fermi wave number k_F: {k_f:.4f} 1/nm")
print(f"oscillation period pi/k_F: {PI/k_f:.3f} nm")
print(f"hbar v_F: {hv:.4f} eV nm")
print(f"main case: separation {dist:.1f} nm, temperature {temp:.0f} K")
print(f"thermal energy kT: {kt*1e3:.3f} meV")
print(f"kT/E_F: {tau:.4f}")
print(f"k_F d: {kfd:.3f}")
print(f"x: {x:.4f}")
print(f"decay length hbar v_F/(2 pi kT): {hv/(2*PI*kt):.3f} nm")
print(f"free-energy factor x/sinh x: {factor(x):.4f}")
print(f"internal factor x^2 cosh x/sinh^2 x: {factor_internal(x):.4f}")
print(f"zero-temperature amplitude, law: {amp0:.4f} meV")
print(f"amplitude at 300 K, law: {amp0*factor(x):.4f} meV")
print(f"interaction at 0 K, law: {w0_asym:.4f} meV")
print(f"interaction at 0 K, complete model: {w0_full:.4f} meV")
print(f"interaction at 300 K, law: {w0_asym*factor(x):.4f} meV")
print(f"interaction at 300 K, complete model: {wt_full:.4f} meV")
print(f"amplitude at 300 K divided by kT: {amp0*factor(x)/(kt*1e3):.4f}")
print("d (nm), T (K), x, x/sinh x, envelope ratio of complete model:")
for d in (3.0, 5.0, 10.0):
    for temperature in (10.0, 77.0, 300.0):
        th = k_b * temperature
        xx = 2 * PI * th * d / hv
        ratio = abs(w_thermal(k_f * d, th / filling)) / abs(w_zero(k_f * d))
        print(f"  {d:4.1f} {temperature:5.0f} {xx:.4f} {factor(xx):.4f} {ratio:.4f}")
print("neglected effects, main case:")
print(f"x moved by energy-dependent phase shift: {x_moved:.4f}")
print(f"factor with moved x: {factor(x_moved):.4f}")
print(f"band-curvature phase pi x kT/(4 E_F): {PI*x*tau/4:.4f} rad")
print(f"phonon coupling (rough): {coupling:.2f}")
print(f"phonon linewidth 2 pi lambda kT: {2*PI*coupling*kt*1e3:.2f} meV")
print(f"further factor from phonon broadening, sum: {broad:.4f}")
print(f"further factor, exp(-lambda x): {np.exp(-coupling*x):.4f}")
print(f"phase change for filling loss of {filling_loss:.2f} eV: {phase_loss:.3f} rad")
print(f"empty fraction at band bottom: {1/(1+np.exp(1/tau)):.2e}")
print(f"adatom charge {charge:.2f} e at height {height:.2f} nm (chosen)")
print(f"electrostatic repulsion: {repulsion(dist)*1e3:.5f} meV")
print(f"repulsion exceeds 300 K amplitude beyond: {d_cross:.1f} nm")
print("all tests passed")
```

It prints:

```
lattice interaction, diagonalization: 2.28557090e-02 hopping units
lattice interaction, frequency sum: 2.28557090e-02 hopping units
continuum, real-energy integral (k_F d=20, x=1): 6.800538e-04 E_F
continuum, frequency sum (k_F d=20, x=1): 6.800538e-04 E_F
largest relative error of the law at k_F d=200, x<=3: 0.0100
curvature phase, k_F d 40 to 80, kT/E_F=0.05: 0.2479 rad
same phase from pi x kT/(4 E_F): 0.2467 rad
band filling E_F (rough): 0.40 eV
effective mass (rough): 0.40 m_e
phase shift at Fermi level: 0.500 pi
Fermi wave number k_F: 2.0493 1/nm
oscillation period pi/k_F: 1.533 nm
hbar v_F: 0.3904 eV nm
main case: separation 5.0 nm, temperature 300 K
thermal energy kT: 25.852 meV
kT/E_F: 0.0646
k_F d: 10.246
x: 2.0804
decay length hbar v_F/(2 pi kT): 2.403 nm
free-energy factor x/sinh x: 0.5278
internal factor x^2 cosh x/sinh^2 x: 1.1329
zero-temperature amplitude, law: 1.5441 meV
amplitude at 300 K, law: 0.8150 meV
interaction at 0 K, law: 1.5401 meV
interaction at 0 K, complete model: 1.6701 meV
interaction at 300 K, law: 0.8129 meV
interaction at 300 K, complete model: 0.9347 meV
amplitude at 300 K divided by kT: 0.0315
d (nm), T (K), x, x/sinh x, envelope ratio of complete model:
   3.0    10 0.0416 0.9997 0.9998
   3.0    77 0.3204 0.9831 0.9866
   3.0   300 1.2483 0.7808 0.8201
   5.0    10 0.0693 0.9992 0.9993
   5.0    77 0.5340 0.9540 0.9576
   5.0   300 2.0804 0.5278 0.5598
  10.0    10 0.1387 0.9968 0.9970
  10.0    77 1.0680 0.8325 0.8419
  10.0   300 4.1609 0.1298 0.1450
neglected effects, main case:
x moved by energy-dependent phase shift: 1.9512
factor with moved x: 0.5660
band-curvature phase pi x kT/(4 E_F): 0.1056 rad
phonon coupling (rough): 0.15
phonon linewidth 2 pi lambda kT: 24.36 meV
further factor from phonon broadening, sum: 0.7472
further factor, exp(-lambda x): 0.7319
phase change for filling loss of 0.03 eV: 0.783 rad
empty fraction at band bottom: 1.91e-07
adatom charge 0.10 e at height 0.10 nm (chosen)
electrostatic repulsion: 0.00230 meV
repulsion exceeds 300 K amplitude beyond: 27.2 nm
all tests passed
```
